# Why inelastic phonon scattering preserves the equilibrium Fermi factor

**Q.** I can accept a Fermi function for electrons that keep their energy. My electrons exchange 60 meV at a time with phonons. Why should the equilibrium lesser Green function still be $i$ times the Fermi function times the spectral function?

**A.** Because the Fermi factor compares two states of the whole system, electrons and phonons together. A phonon event changes the energy of an electron, but it doesn't change the total energy. To make that precise we need definitions. Let $c_i$ remove an electron from orbital $i$, and let

$$c_i(t)=e^{iHt/\hbar}c_i e^{-iHt/\hbar},$$

where $H$ contains the electrons, contacts, phonons and all their couplings. Define

$$G^<_{ij}(t)=\frac{i}{\hbar}\langle c_j^\dagger(0)c_i(t)\rangle,\qquad
G^>_{ij}(t)=-\frac{i}{\hbar}\langle c_i(t)c_j^\dagger(0)\rangle,$$

and $G(E)=\int dt\,e^{iEt/\hbar}G(t)$. The first function describes removal of an electron, the second addition. The retarded function is $G^R(t)=\theta(t)[G^>(t)-G^<(t)]$ and the advanced one is $G^A(t)=-\theta(-t)[G^>(t)-G^<(t)]$. Their difference is $G^>-G^<$, so the spectral function is

$$A=i(G^R-G^A)=i(G^>-G^<).$$

**Q.** Where does temperature enter?

**A.** Through the state in which the averages are taken:

$$\rho=\frac{e^{-\beta(H-\mu N)}}{Z},\qquad \beta=\frac{1}{k_BT}.$$

Here $N$ counts electrons and commutes with $H$. Phonons can be created and destroyed freely, so they have no chemical potential. There is one $T$ for everything and one $\mu$ for all contacts.

Take common eigenstates of $H$ and $N$. Let $|m\rangle$ have one electron more than $|n\rangle$, with total energies $E_m$ and $E_n$ and probabilities $p_m$ and $p_n$. Inserting these states into the removal average gives

$$\langle c_j^\dagger c_i(t)\rangle=\sum_{mn}p_m\langle m|c_j^\dagger|n\rangle\langle n|c_i|m\rangle e^{-i(E_m-E_n)t/\hbar}.$$

The time integral of $e^{i(E-E_m+E_n)t/\hbar}/\hbar$ is $2\pi\delta(E-E_m+E_n)$. Therefore

$$G^<_{ij}(E)=2\pi i\sum_{mn}p_m\langle n|c_i|m\rangle\langle m|c_j^\dagger|n\rangle\,\delta(E-E_m+E_n).$$

For addition the average starts in $|n\rangle$. The matrix elements and the delta function are the same:

$$G^>_{ij}(E)=-2\pi i\sum_{mn}p_n\langle n|c_i|m\rangle\langle m|c_j^\dagger|n\rangle\,\delta(E-E_m+E_n).$$

The two sums differ in sign and in the probability. Since $|m\rangle$ has one more electron, and the delta function sets $E_m-E_n=E$,

$$\frac{p_m}{p_n}=e^{-\beta(E_m-E_n-\mu)}=e^{-\beta(E-\mu)}.$$

This factor is common to every term at a given $E$, so it comes out of the sum:

$$G^<(E)=-e^{-\beta(E-\mu)}G^>(E).$$

Now solve for $G^>=-e^{\beta(E-\mu)}G^<$ and put it into $A$:

$$A=i(G^>-G^<)=-i\left[e^{\beta(E-\mu)}+1\right]G^<.$$

Dividing by $-i$ times the bracket gives

$$G^<(E)=i f(E)A(E),\qquad f(E)=\frac{1}{e^{\beta(E-\mu)}+1}.$$

It follows from $G^>=G^<-iA$ that $G^>=-i(1-f)A$. We never expanded in the phonon coupling. For an infinite system the sums become integrals in the limit of large size, with the same factor at each $E$.

**Q.** Then where did the inelastic scattering go?

**A.** Into $A$. The energy $E_m-E_n$ may include a change in the number of phonons, so removing an electron can leave a phonon behind or take one away. That creates phonon sidebands and broadens levels.

One site shows this without approximation. Take

$$H=\varepsilon n+\hbar\omega b^\dagger b+Mn(b+b^\dagger),\qquad n=c^\dagger c.$$

Completing the square, with $n^2=n$, gives

$$H=\left(\varepsilon-\frac{M^2}{\hbar\omega}\right)n+\hbar\omega\left(b^\dagger+\frac{Mn}{\hbar\omega}\right)\left(b+\frac{Mn}{\hbar\omega}\right).$$

The oscillator has the same level spacing whether the site is empty or full. Let $\Delta=\varepsilon-M^2/\hbar\omega$. At zero temperature and $\Delta>\mu$, the site is empty. Adding an electron can leave $k$ phonons, so $A$ has peaks at $\Delta+k\hbar\omega$, all above $\mu$. For $\Delta<\mu$ the site is full. Removing the electron can leave $k$ phonons, and the peaks lie at $\Delta-k\hbar\omega$, all below $\mu$. The Fermi step then gives occupation zero or one, as it must. The spectrum itself has changed with the filling: $A$ is not a fixed density of states that we fill afterwards.

**Q.** So I shouldn't put the bare level energy into the Fermi function?

**A.** Not when the coupling matters. Setting $t=0$ in the inverse transform gives

$$\langle n_i\rangle=\int\frac{dE}{2\pi}f(E)A_{ii}(E).$$

Consider two sites at 50 and 10 meV, with $\mu=20$ meV, $T=300$ K, hopping 30 meV and repulsion 50 meV. The first site couples with $M=60$ meV to a 60 meV phonon mode, of which ten states are kept. Its bare Fermi factor is 0.239, but the direct thermal average gives 0.599. For an isolated site, the shift $-M^2/\hbar\omega=-60$ meV explains why the occupation rises. Here hopping and repulsion act as well.

As a test, the correlations $\langle c_j^\dagger c_i(t)\rangle$ were evaluated as traces at 0, 10 and 37 fs and compared with the $f$-weighted spectrum. The largest absolute difference was $4.6\times10^{-16}$, which is rounding error. Keeping ten phonon states doesn't spoil the relation, because the truncated Hamiltonian is itself a Hamiltonian that conserves $N$.

**Q.** That is a statement about states. In a device simulation I see scattering rates. How do they know about the Fermi function?

**A.** Through detailed balance. Give each site its own phonon mode, with coupling $M n_i\phi_i$ and $\phi_i=b_i+b_i^\dagger$. The equation of motion is

$$i\hbar\frac{dc_i}{dt}=\sum_jh_{ij}c_j+M\phi_i c_i.$$

The last term acts as a source of electrons. Its removal correlation contains $\phi_i(0)\phi_i(t)$ and $c_i^\dagger(0)c_i(t)$. The self-consistent Born approximation factorizes the two averages and uses the product as the self-energy:

$$\Sigma^<_{ii}(t)=M^2\langle\phi_i(0)\phi_i(t)\rangle G^<_{ii}(t).$$

This omits vertex corrections, and we also leave out the static shift from $\langle\phi_i\rangle$. For a thermal mode with Bose number $N_B=1/(e^{\beta\hbar\omega}-1)$,

$$\langle\phi(0)\phi(t)\rangle=(N_B+1)e^{i\omega t}+N_Be^{-i\omega t}.$$

In the transform, $e^{i\omega t}$ shifts the argument to $E+\hbar\omega$. The addition correlation $\langle\phi(t)\phi(0)\rangle$ has the opposite phases. At each site write $G^<=in$ and $G^>=-ip$, where $n$ and $p$ are now spectral densities with $n+p=A$. Write also $\Sigma^<=i\sigma_{\rm in}$ and $\Sigma^>=-i\sigma_{\rm out}$. Then

$$\sigma_{\rm in}(E)=M^2[(N_B+1)n(E+\hbar\omega)+N_Bn(E-\hbar\omega)],$$

$$\sigma_{\rm out}(E)=M^2[(N_B+1)p(E-\hbar\omega)+N_Bp(E+\hbar\omega)].$$

An electron arrives from above by emission and from below by absorption. It leaves by the reverse processes.

**Q.** And these balance separately?

**A.** Yes, when $n=fA$ and $p=(1-f)A$. For the upper partner, the common factors $M^2$ and $A(E+\hbar\omega)$ cancel. Since $(N_B+1)/N_B=e^{\beta\hbar\omega}$ and $f/(1-f)=e^{-\beta(E-\mu)}$, the ratio of arrival to departure is

$$\frac{N_B+1}{N_B}\frac{f(E+\hbar\omega)}{1-f(E+\hbar\omega)}
=e^{\beta\hbar\omega}e^{-\beta(E+\hbar\omega-\mu)}=e^{-\beta(E-\mu)}.$$

For the lower partner it is

$$\frac{N_B}{N_B+1}\frac{f(E-\hbar\omega)}{1-f(E-\hbar\omega)}
=e^{-\beta\hbar\omega}e^{-\beta(E-\hbar\omega-\mu)}=e^{-\beta(E-\mu)}.$$

Both equal $f(E)/[1-f(E)]$. Hence $\sigma_{\rm in}/\sigma_{\rm out}=f/(1-f)$, or

$$\sigma_{\rm in}=f(\sigma_{\rm in}+\sigma_{\rm out}).$$

The shape of $A$ has dropped out. At low temperature, $N_B\to0$ and $f$ becomes a step. Arrival by emission then requires $E+\hbar\omega<\mu$, and departure requires $E-\hbar\omega>\mu$. Between $\mu-\hbar\omega$ and $\mu+\hbar\omega$ both rates vanish in this approximation, and the relation holds there as $0=f\times0$.

**Q.** How does that get back to the Green function?

**A.** Define the total width matrix $\Gamma=i(\Sigma^R-\Sigma^A)$. As for the Green functions, $\Sigma^R-\Sigma^A=\Sigma^>-\Sigma^<$, so its phonon part is $\sigma_{\rm in}+\sigma_{\rm out}$ on the diagonal, and each equilibrium contact adds a width $\Gamma_c$ and an inflow $f\Gamma_c$. Thus $\Sigma^<=if\Gamma$. Since $(G^R)^{-1}=E-h-\Sigma^R$ and similarly for $G^A$,

$$(G^A)^{-1}-(G^R)^{-1}=\Sigma^R-\Sigma^A=-i\Gamma.$$

Multiplying by $G^R$ on the left and $G^A$ on the right gives $G^R-G^A=-iG^R\Gamma G^A$, so $A=G^R\Gamma G^A$. The coupling to phonons and contacts acts on the electron amplitudes in two ways. Its average response to $c$ is $\Sigma^Rc$, and the rest is a fluctuating source $s$ whose removal correlation is $\Sigma^<$. In a steady state whose initial transients have decayed, this reads $(E-h-\Sigma^R)c=s$, so $c=G^Rs$. Correlating $c$ with its conjugate puts $G^R$ on the left of $\Sigma^<$ and $G^A=(G^R)^\dagger$ on the right, which is the Keldysh relation $G^<=G^R\Sigma^<G^A$. Therefore

$$G^<=G^R(if\Gamma)G^A=ifG^R\Gamma G^A=ifA.$$

The scalar $f(E)$ passes through the matrices. The real part of $\Sigma^R$ moves spectral weight, but it cancels from the ratio.

**Q.** That shows the Fermi form is consistent. Would a calculation find it if I started with the wrong occupation?

**A.** Here is a case where it does. Take a channel of nine sites spaced by $a=1$ nm, with transport mass $m=0.19$ electron masses. Its hopping is $\hbar^2/(2ma^2)=0.2005$ eV. The phonon energy is 60 meV, $M=15$ meV and $T=300$ K. Energies are measured from the channel band edge, where we also put $\mu$. The contact bands begin at $-30$ meV.

The iteration started with a phonon inflow corresponding to occupation 0.5 at every energy. The Fermi function entered through the contacts alone. After 13 iterations the largest $|n/A-f|$ was $1.1\times10^{-13}$, among points with $A>10^{-6}$ eV$^{-1}$. The speed reflects phonon scattering that is weak compared with the coupling to the contacts: doubling $M$ needs about 22 iterations, and halving the hopping into the contacts about 42. A bound state below the contact bands can stall simple iteration. A 0.25 eV well on the three central sites binds a level near $-176$ meV. With the energy window extended to include it and a 2 meV grid, the iteration has not converged after 150 steps. The phonon width at that level stays below the grid step, and the iteration for $A$ does not settle even when the Fermi occupation is imposed.

The revealing energy is $-48$ meV. The contacts have no states there, so their width is zero. Electrons arrive through phonons, chiefly from the partner energy, $+12$ meV. At the central site, $A(12\ \text{meV})=66.4$ eV$^{-1}$ and $n/A=0.386$. Hence $n=25.6$ and $p=40.8$ eV$^{-1}$. With $N_B=0.1089$, the upper partner gives

$$\sigma_{\rm in}=(0.015)^2(1.1089)(25.6)\ \text{eV}=6.39\ \text{meV},$$

$$\sigma_{\rm out}=(0.015)^2(0.1089)(40.8)\ \text{eV}=1.00\ \text{meV}.$$

Their sum is the computed phonon width, 7.39 meV, so the lower partner is negligible at this precision. The occupied fraction is $6.39/7.39=0.865$. The Fermi function at $-48$ meV is also 0.865. The phonons have carried the contact's thermal occupation to an energy that the contact cannot reach.

**Q.** So in equilibrium the phonon events stop?

**A.** They continue, with equal rates both ways. In the whole channel there are 0.1705 emissions and 0.1705 absorptions per picosecond, for each spin and valley. No net heat flows between electrons and phonons.

**Q.** Suppose the bath is thermal, but hotter than the contacts.

**A.** Then the relation fails. Keep the contacts at 300 K and hold $\mu$ and the band offsets fixed, but set the phonons to 400 K. Where the upper partner is the significant source, the rates give

$$\frac{n(E)}{p(E)}\simeq e^{\hbar\omega/k_BT_{\rm ph}}\frac{n(E+\hbar\omega)}{p(E+\hbar\omega)}.$$

This also requires the partner's ratio $n/p$ to be nearly uniform along the channel. The exponential is about 5.70. At $+12$ meV the computed fraction is 0.380, so the predicted ratio at $-48$ meV is $5.70\times0.380/0.620\simeq3.5$. The full solution also gives 3.5, and $n/A$ falls from 0.865 to 0.778. The largest departure from the contacts' Fermi function, over the same range of $A$ as before, is 0.123.

There are now 0.329 absorptions and 0.203 emissions per picosecond. The difference, 0.126 per picosecond, times 60 meV is a heat flow of 1.21 nW per spin and valley from the phonons through the electrons to the contacts.

**Q.** Which part of the phonon physics protects the Fermi function?

**A.** In this rate picture it is the difference between $N_B+1$ and $N_B$, which is spontaneous emission. If we replace $N_B+1$ by $N_B$ and keep the other settings, up and down transitions have equal strength. The upper partner then passes on its own ratio $n/p$ without the thermal factor. At $-48$ meV the fraction drops to 0.378, and the largest error in the tested range is 0.734. That maximum lies in a weak sideband near $-90$ meV, so its size depends on the cutoff chosen for $A$. Where $A>1$ eV$^{-1}$ the error is about 0.03, and the electron number falls by 3%. Dropping the $+1$ also weakens the scattering more than fivefold; with both weights set to $N_B+\tfrac12$, which keeps the total strength, these figures become 0.14 and 6%. A classical noise source with equal up and down rates therefore misrepresents a bath whose $\hbar\omega$ is comparable to or larger than $k_BT$, as it is here. The fault fades for $\hbar\omega\ll k_BT$, where the missing factor $e^{\beta\hbar\omega}$ tends to one. At the same total strength $M^2(2N_B+1)$ the largest error is about 0.06 for a 4 meV mode and 0.014 for a 1 meV mode, both in weak tails just below the contact band; where $A>1$ eV$^{-1}$ it is about 0.01 and 0.001. For elastic scattering, the usual treatment of acoustic phonons, the relation holds at energies the contacts reach. At energies they do not reach, such as a bound level below their bands, elastic scattering cannot set the occupation, which keeps its starting value unless the Fermi form is imposed.

**Q.** If I prepare thermal electrons and thermal phonons separately at the same temperature, is that enough?

**A.** Not at the moment when they are joined. The product of the two thermal states lacks the correlations between an electron and its displaced phonons, so it isn't a thermal state of the coupled $H$. In the two-site model this changes the comparison of correlations by 0.103 in absolute terms at the three test times, for the three orbital pairs tested. With $c_j^\dagger$ acting at the joining and $c_i$ up to 300 fs later, the largest change over all four pairs is about 0.15, and it reaches about 0.2 when both operators act at later times in that window. For the formula to apply, the joined system must first have reached equilibrium. A closed two-site model does not do so by itself; it needs contact with a bath.

Number conservation matters too. Adding a 40 meV pairing term to that model, while keeping $e^{-\beta(H-\mu N)}$ as the state and $H$ as the generator of time evolution, gives an error of 0.029 at the three test times and about 0.055 for $c_i$ acting up to 300 fs later, or about 0.13 when both operators act at later times in that window. The state is then no longer stationary. If both the state and the evolution use $K=H-\mu N$, the eigenstate argument applies again, with probability ratio $e^{-\beta E}$ and energy measured from $\mu$.

**Q.** How close is your channel to a silicon transistor?

**A.** It has the rough scale of a silicon nanowire with a 3 nm square section at zero drain voltage. With rough silicon constants, its coupling corresponds to an optical deformation potential of $6\times10^8$ eV/cm, a plausible order of magnitude. In the conduction valleys of silicon, phonons near 60 meV scatter electrons between valleys, so the local mode of the model only stands in for their strength and energy. The model omits nonparabolic bands, which would raise the mass by roughly a quarter for hard walls and a sixth with a finite oxide barrier, and its own static phonon shift, about 4 meV if all eight spin and valley channels displace the same local mode; intervalley phonons do not couple to the density in this way. It holds about 4.1 electrons when four valleys and two spins are counted. The Coulomb energy of one pair is about 14 meV even at 9 nm, the full channel length. Typical separations are nearer 3 nm, and the unscreened potential of all four electrons is a few tenths of an eV, so a real potential must be found self-consistently, with gate screening. For parabolic bands and hard walls the next subband lies about 0.14 eV higher, with a Boltzmann factor near 0.005. Nonparabolicity and a finite oxide barrier lower this gap to about 0.10 eV, with a factor near 0.02, and bring the two remaining valleys to a similar or smaller offset, so that these extra channels together add roughly a tenth to the electron number. These effects change $A$ and the electron number, but not the equilibrium ratio. Raising all temperatures to 375 K, at fixed $\mu$ and band offsets, raises the electron number by 14%; $A$ must be recalculated, and $f$ is taken at the new temperature.

A drain voltage breaks the assumption of a single chemical potential, even if all temperatures stay equal. Suppose the drain's $\mu$ is lowered by 50 meV and the channel potential is held fixed. At $+12$ meV the source factor is 0.386 and the drain factor is $1/(e^{62/25.85}+1)=0.083$. Without phonons, each contact fills its own part of $A$, so the local fraction lies between these two values. With phonons, it must be found from the coupled equations for $G^<$ and $G^R$. The numerical output below lists the model values and the hard-wall estimates used here.

## Computed results

```
Temperature: 300 K; kT: 25.85 meV
Phonon energy: 60 meV; Bose number: 0.1089
Finite model levels: 50, 10 meV
Finite model chemical potential: 20 meV
Finite model hopping: 30 meV
Finite model repulsion: 50 meV
Finite model phonon coupling: 60 meV
Finite model phonon states kept: 10
Finite model error, full thermal state: 4.6e-16
Finite model error, product state: 0.1032
Pairing strength: 40 meV; error: 0.0292
Site 1 occupation, exact trace: 0.5993
Site 1 Fermi factor at bare level: 0.2386
Detailed-balance error, random spectrum: 8.9e-16
Channel: 9 sites, spacing 1.0 nm
Transport mass: 0.19 electron masses
Channel hopping: 0.2005 eV
Channel phonon coupling M: 15 meV
Chemical potential from channel edge: 0 meV
Contact band bottom: -30 meV
Contact hopping: 0.300 eV
Energy step: 1.0 meV
Starting occupation: 0.5; iterations: 13
Largest |n/A - f|, equal temperatures: 1.1e-13
Largest sum-rule error of A: 2.2e-05
Occupation change on 2 meV grid: 0.020 %
Phonon-fed energy: -48.0 meV
Partner energy one phonon higher: 12.0 meV
Centre A at phonon-fed energy: 0.36879 1/eV
Centre A at partner energy: 66.378 1/eV
Phonon width at fed energy: 7.3909 meV
Contact width at fed energy: -0.0 meV
n at phonon-fed energy: 0.31897 1/eV
n/A there: 0.864915; Fermi: 0.864915
n/A at partner energy: 0.385995
n/A there, 400 K bath: 0.7776
n/A at partner, 400 K bath: 0.3801
Hot-bath odds n/p: 3.496; predicted: 3.496
n/A there, no spontaneous emission: 0.3781
Largest |n/A - f|, hot bath: 0.1228
Largest |n/A - f|, no spontaneous: 0.7337
Emission, absorption: 0.1705, 0.1705 1/ps
Hot bath: 0.2033, 0.3290 1/ps
Hot-bath heat per spin and valley: 1.208 nW
Electrons per spin and valley: 0.5136
Electrons, 4 valleys and 2 spins: 4.109
Implied deformation potential: 6.02e+08 eV/cm
Wire width: 3.0 nm; next subband: 0.136 eV
Next-subband Boltzmann factor: 5.1e-03
Other-valley offset: 0.174 eV
Nonparabolic mass change, 2 alpha E: 0.27
Static phonon shift, centre: 3.85 meV
Coupling measure (M/phonon energy)^2: 0.0625
Coulomb energy of a pair at 9 nm: 13.7 meV
Lattice dispersion error at kT: 1.07 %
Electron-number change at 375 K: 14.0 %
```
